# Fixing the four parameters of the silicon EDIP angle function

## Question

I am implementing the environment-dependent interatomic potential (EDIP) for silicon. Its preferred bond angle depends on the coordination number $Z$ through

$$\tau(Z)=u_1+u_2\left(u_3e^{-u_4Z}-e^{-2u_4Z}\right),$$

and I want to derive the four constants from

$$\tau(2)=\tau(6)=0,\qquad \tau(3)=\tfrac12,\qquad \tau(4)=\tfrac13 .$$

Subtracting one equation from another removes $u_1$, and dividing two differences removes $u_2$. I am then left with $u_3$ and a collection of exponentials in $u_4$, and I see no way forward except a numerical solver. Even if the solver converged, I would not know whether it had found the one solution or one of several.

I also do not understand the data. Why should two and six neighbours share the same value of $\tau$? Does the curve really peak at $Z=3$? How many digits of the constants must I keep? And what does the function do at coordinations that were not fitted?

## Answer

The system can be solved by hand. In the right variable $\tau$ is a quadratic whose two zeros you already know, and what remains is one cubic equation with a single positive root.

### What the four conditions mean

Let $\theta$ be the angle between two bonds that start at the same atom, and let $l=\cos\theta$. At fixed $Z$, the angular factor in EDIP has the form

$$h=\lambda\left[1-e^{-Qd^2}+\eta Q d^2\right],\qquad d=l+\tau(Z),$$

with positive $\lambda$, $Q$ and $\eta$. Its derivative with respect to $d^2$ is $\lambda Q\,(e^{-Qd^2}+\eta)>0$, so $h$ is smallest where $d^2$ is smallest. If $|\tau|\le 1$, then $d=0$ can be reached, and the preferred angle $\theta_0$ obeys

$$\cos\theta_0=-\tau(Z).$$

The minus sign matters: a positive $\tau$ means an obtuse angle. The four conditions therefore ask for $90^\circ$ at $Z=2$ and $Z=6$, $120^\circ$ at $Z=3$, and $109.47^\circ$ at $Z=4$.

The values at 3 and 4 follow from geometry. Take $Z$ unit vectors $\mathbf b_i$ along the bonds, and suppose that they sum to zero and that every pair makes the same angle. Squaring the sum gives

$$0=\Big|\sum_i\mathbf b_i\Big|^2=Z+Z(Z-1)\cos\theta .$$

The first term comes from the $Z$ squares, the second from the $Z(Z-1)$ ordered pairs. Hence $\cos\theta=-1/(Z-1)$ and $\tau=1/(Z-1)$, which is $1/2$ for a flat threefold site and $1/3$ for a tetrahedral one.

The values at 2 and 6 do not follow from this rule. For $Z=2$ it would give $\tau=1$, a straight chain. The condition $\tau(2)=0$ instead expresses a picture in which a twofold atom bonds through two orthogonal p orbitals. For $Z=6$ the rule would give $\tau=1/5$, but six bonds with equal mutual angles do not fit into three dimensions. Their matrix of scalar products would have 1 on the diagonal and $-1/5$ elsewhere. It has one zero eigenvalue and five equal to $6/5$, so the vectors would span five dimensions. The condition $\tau(6)=0$ selects the $90^\circ$ angle between adjacent bonds of an octahedron and ignores the $180^\circ$ between opposite ones. The two zeros are thus separate modelling choices that happen to coincide.

### Turning the function into a quadratic

Define

$$x=e^{-u_4},\qquad y=e^{-u_4Z}=x^Z .$$

For real $u_4$ we have $x>0$. I do not assume that $u_4$ is positive; that will come out. In terms of $y$,

$$\tau=u_1+u_2u_3\,y-u_2\,y^2 .$$

Two degenerate cases can be dropped at once. If $u_2=0$ or $u_4=0$, then $\tau$ does not depend on $Z$ and cannot take three different values. So $u_2\neq0$ and $x\neq1$, and different $Z$ give different $y$.

The conditions at $Z=2$ and $Z=6$ now say that this quadratic vanishes at $y=x^2$ and at $y=x^6$. A quadratic with leading coefficient $-u_2$ and these two distinct zeros is

$$\tau=-u_2\,(y-x^2)(y-x^6)=-u_2y^2+u_2(x^2+x^6)\,y-u_2x^8 .$$

Comparing the coefficients of $y$ and the constant terms gives

$$u_3=x^2+x^6,\qquad u_1=-u_2x^8 .$$

This is the step that subtraction hides. The two zeros dispose of $u_1$ and $u_3$ together, and only $x$ and $u_2$ are left.

### The equation for $x$

Put $y=x^3$ into the factored form. The first bracket is $x^3-x^2=-x^2(1-x)$ and the second is $x^3-x^6=x^3(1-x^3)$. The two minus signs cancel:

$$\tau(3)=u_2\,x^5(1-x)(1-x^3).$$

For $y=x^4$ the brackets are $-x^2(1-x^2)$ and $x^4(1-x^2)$, so

$$\tau(4)=u_2\,x^6(1-x^2)^2 .$$

Division removes $u_2$. With $1-x^3=(1-x)(1+x+x^2)$ and $1-x^2=(1-x)(1+x)$, the factor $(1-x)^2$ cancels, which is allowed because $x\ne1$:

$$\frac{\tau(3)}{\tau(4)}=\frac{(1-x)(1-x^3)}{x(1-x^2)^2}=\frac{1+x+x^2}{x(1+x)^2}.$$

The required ratio is $(1/2)/(1/3)=3/2$. Cross-multiplying gives

$$2+2x+2x^2=3x+6x^2+3x^3,$$

and therefore

$$3x^3+4x^2+x-2=0 .$$

For $x>0$ the sum $3x^3+4x^2+x$ rises steadily from zero without bound, so it equals 2 at one point only. The left side of the cubic is $-2$ at $x=0$ and $+6$ at $x=1$, so the root lies between 0 and 1. That settles uniqueness among real parameters and shows that $u_4=-\ln x$ is positive. The steps can also be reversed: given this $x$, choose $u_2$ so that $\tau(3)=1/2$; the ratio then makes $\tau(4)=1/3$, and the factored form supplies both zeros. A solution therefore exists.

### Solving the cubic

To remove the quadratic term, set $x=(w-4)/9$. Multiplying the cubic by 243 turns its terms into

$$243\cdot3x^3=(w-4)^3=w^3-12w^2+48w-64,$$

$$243\cdot4x^2=12(w-4)^2=12w^2-96w+192,$$

$$243\,x=27(w-4)=27w-108,\qquad 243\cdot(-2)=-486 .$$

In the sum the $w^2$ terms cancel, the linear terms give $48-96+27=-21$, and the constants give $-64+192-108-486=-466$:

$$w^3-21w-466=0 .$$

Write $w=p+q$. Since $w^3=p^3+q^3+3pq\,w$, the equation holds if $pq=7$ and $p^3+q^3=466$. Then $p^3$ and $q^3$ have sum 466 and product $7^3=343$, so they are the roots of $t^2-466t+343=0$:

$$t=233\pm\sqrt{233^2-343}=233\pm\sqrt{53946}=233\pm9\sqrt{666}.$$

Taking real cube roots,

$$x=\frac{\sqrt[3]{233+9\sqrt{666}}+\sqrt[3]{233-9\sqrt{666}}-4}{9}=0.516904 .$$

### The four constants

The powers needed, rounded here for display but carried unrounded in the calculation, are $x^2=0.267190$, $x^3=0.138112$, $x^5=0.036902$, $x^6=0.019075$ and $x^8=0.0050966$. Then

$$u_4=-\ln x=0.659897,$$

$$u_3=x^2+x^6=0.267190+0.019075=0.286265 .$$

The condition $\tau(3)=1/2$ gives

$$u_2=\frac{1}{2x^5(1-x)(1-x^3)}=\frac{1}{2(0.036902)(0.483096)(0.861888)}=32.5413,$$

and finally

$$u_1=-u_2x^8=-32.5413\times0.0050966=-0.165850 .$$

All four are dimensionless, because $Z$ and $\tau$ are. The condition at $Z=4$ has entered only through the ratio, so it is a useful one to substitute back:

$$\tau(4)=u_2x^6(1-x^2)^2=32.5413\times0.019075\times(0.732810)^2=0.3333 .$$

### How many digits to keep

Rounding to three significant digits gives $(u_1,u_2,u_3,u_4)=(-0.166,\,32.5,\,0.286,\,0.660)$. The largest absolute error in the four prescribed values of $\tau$ is then $2.2\times10^{-3}$. An error of this size is to be expected, because $\tau$ is a difference of larger terms. At $Z=2$, for example, the unrounded constants give

$$\tau(2)=-0.166+2.489-2.323=0,$$

so a relative error of one part in a thousand in either large term already shifts $\tau$ by about $0.002$. Here it is the rounding of $u_3$ that does this: rounding $u_3$ alone shifts $\tau(2)$ by $2.3\times10^{-3}$, while rounding $u_2$, which scales both large terms together, shifts it by only $2\times10^{-4}$. If $u_4$ is set to $0.66$ and the other three constants are recomputed from it without rounding, using the conditions at $Z=2$, 3 and 6, the only error left is $3.7\times10^{-5}$ at $Z=4$. Near $90^\circ$ an error of $0.0022$ in the cosine is an angle error of about $0.13^\circ$.

With six significant digits, $(-0.165850,\,32.5413,\,0.286265,\,0.659897)$, the largest error falls to $1.1\times10^{-6}$. These digits serve to reproduce the stated conditions. The published EDIP parameter set, $(-0.165799,\,32.557,\,0.286198,\,0.66)$, is slightly different: it meets the four conditions to $5.8\times10^{-5}$, and its preferred angles at the four fitted coordinations differ from those of the exact solution by less than $0.004^\circ$. To reproduce reference results exactly, use the published set. The six-digit values fix only the stated conditions. They do not mean that silicon's bond angles are known, or predicted, to that precision.

### The peak is near $Z=3$, but not at it

Completing the square in $y$ gives

$$\tau=u_1+\frac{u_2u_3^2}{4}-u_2\left(y-\frac{u_3}{2}\right)^2 .$$

Since $u_2>0$, the maximum lies at $y=u_3/2=0.143132$. This is slightly more than $x^3=0.138112$, and $y$ falls as $Z$ grows, so the maximum lies slightly below three:

$$Z_{\max}=-\frac{\ln(u_3/2)}{u_4}=2.946 .$$

Its height follows from $u_1=-u_2x^8$ and $u_3=x^2+x^6$:

$$\tau_{\max}=\frac{u_2}{4}\left[(x^2+x^6)^2-4x^8\right]=\frac{u_2}{4}(x^2-x^6)^2=0.5008 .$$

The corresponding angle is $120.05^\circ$. The four conditions fix values and no slopes, so nothing forces the peak onto an integer. The overshoot of $0.05^\circ$ is small, but $\tau$ is not stationary at $Z=3$.

### Between and beyond the fitted points

| $Z$ | $\tau$ | $\theta_0$ (degrees) |
|---|---|---|
| 2 | 0 | 90.0 |
| 3 | 0.500 | 120.0 |
| 4 | 0.333 | 109.5 |
| 5 | 0.134 | 97.7 |
| 6 | 0 | 90.0 |
| 8 | −0.119 | 83.2 |
| 12 | −0.162 | 80.6 |

**High coordination.** As $Z\to\infty$, $y\to0$ and $\tau\to u_1$. The preferred angle therefore levels off at $\arccos(0.16585)=80.5^\circ$. No condition was imposed beyond $Z=6$, so this limit is an extrapolation. It follows from the functional form together with the four fitted values, and is not separate information about dense silicon.

**Near the diamond structure.** EDIP counts neighbours with a smooth function of distance, so $Z$ can be fractional, and the slope at $Z=4$ matters. From $dy/dZ=-u_4y$,

$$\frac{d\tau}{dZ}=-u_4u_2\,y\,(u_3-2y).$$

At $y=x^4=0.071391$ this is $-0.220$. Differentiating $\cos\theta_0=-\tau$ gives $\sin\theta_0\,d\theta_0/dZ=d\tau/dZ$. With $\sin\theta_0=\sqrt{1-1/9}=0.943$,

$$\frac{d\theta_0}{dZ}=\frac{-0.220}{0.943}=-0.233\ \text{rad}=-13.4^\circ\ \text{per neighbour}.$$

To first order, an atom whose count rises from 4.0 to 4.1 has its preferred angle lowered by about $1.3^\circ$.

**Low coordination.** Towards small $Z$ the term $-u_2y^2$ takes over and $\tau$ falls steeply. The relation $\cos\theta_0=-\tau$ stops having a solution where $\tau=-1$, that is, where

$$y^2-u_3y-\frac{1+u_1}{u_2}=0 .$$

The constant term is negative, so there is one positive root,

$$y=\frac12\left[u_3+\sqrt{u_3^2+\frac{4(1+u_1)}{u_2}}\right],$$

which corresponds to $Z=1.557$. Below this value $l+\tau$ is negative for every allowed $l$, and its square is smallest at $l=1$. The angular factor then favours $\theta=0$, two bonds lying on top of each other. At $Z=1$ the function has reached $\tau=-4.05$. An atom with only one neighbour in range has no bond angle, so there the value does no harm. But a count below 1.557, even one of 1 or less, can also come from two or more partly counted neighbours, for instance while bonds break. These do form angles, and the effect on the energy then depends on the radial factors of the full potential, which are not treated here. In an implementation, do not call `arccos(-tau)` there.

### What if the target values change?

Keep the zeros at 2 and 6, and let $r=\tau(3)/\tau(4)$ be any positive number. The ratio found above can be written as

$$r=\frac{1+x+x^2}{x(1+x)^2}=\frac1x-\frac1{(1+x)^2}.$$

Its derivative is $-1/x^2+2/(1+x)^3$. This is negative for all $x>0$, because $(1+x)^3>3x^2>2x^2$. So $r$ falls steadily from infinity at $x\to0$, through $3/4$ at $x=1$, towards zero. Each positive $r$ other than $3/4$ gives one solution, with decaying exponentials ($u_4>0$) if $r>3/4$ and growing ones if $r<3/4$.

The excluded value has a simple meaning. As $u_4\to0$ with $\tau(3)$ held fixed, $u_2$ diverges as $1/(1-x)^2$, while $\tau$ itself tends to a parabola proportional to $(Z-2)(6-Z)$. That parabola is 3 at $Z=3$ and 4 at $Z=4$, hence the ratio $3/4$. It is symmetric about $Z=4$. Your data ask for a ratio twice as large, with the peak pushed towards the low-$Z$ end, and this asymmetry is what sets $u_4\approx0.66$. Multiplying $\tau(3)$ and $\tau(4)$ by a common factor leaves $u_3$ and $u_4$ alone and rescales $u_1$ and $u_2$.

### What one angle per coordination leaves out

Ordinary crystalline silicon has the diamond structure, where all six bond pairs at an atom make the tetrahedral angle, so $\tau(4)=1/3$ suits it. In more densely packed structures a single atom has several different bond angles, and no function of $Z$ alone can match them all. The mismatch can be sized on ideal first shells, with $Z$ equal to the number of nearest neighbours, by taking the root mean square (rms) of $\cos\theta+\tau(Z)$ over all bond pairs.

For the simple cubic shell, 12 of the 15 pairs have $\cos\theta=0$ and 3 have $\cos\theta=-1$. With $\tau(6)=0$ the rms is $\sqrt{3/15}=0.447$. The best single value would be the mean cosine, $-1/5$, and would still leave a spread of $\sqrt{1/5-1/25}=0.400$. The same sums over the other shells give:

| Shell | $Z$ | rms mismatch | spread about the mean |
|---|---|---|---|
| flat threefold | 3 | 0 | 0 |
| diamond | 4 | 0 | 0 |
| simple cubic | 6 | 0.447 | 0.400 |
| body-centred cubic | 8 | 0.535 | 0.467 |
| face-centred cubic | 12 | 0.573 | 0.514 |

Most of the mismatch in the last three rows is spread that no choice of $\tau$ could remove. For the simple cubic shell $\theta_0=90^\circ$ is the angle between adjacent bonds only. The body-centred shell has angles of $70.5^\circ$, $109.5^\circ$ and $180^\circ$, and the face-centred shell has $60^\circ$, $90^\circ$, $120^\circ$ and $180^\circ$, so there $\theta_0$ equals none of the actual angles. What the mismatch costs in energy depends on $\lambda$, $\eta$, $Q(Z)$ and the radial factors, and these four conditions say nothing about those. Thermal motion, which spreads the angles even in the diamond structure, is not included in the table either.
